# Arrhenius slope of adatom residence times on a small island

## Problem

An adatom lands on top of a one-layer island and moves about until it steps down over the edge. The island is a connected set of \(N\) adsorption sites. The adatom hops along each bond between neighbouring island sites at the rate

\[
k_h=\nu_0\,e^{-\beta E_d},\qquad \beta=\frac{1}{k_BT},
\]

and leaves across each bond that points outward from the island at the rate

\[
k_e=\nu_1\,e^{-\beta(E_d+\Delta E)} .
\]

Here \(E_d>0\) is the terrace diffusion barrier and \(\Delta E>0\) is the extra edge barrier, or Ehrlich-Schwoebel barrier. There are \(M\) outward bonds in all, \(b_i\) of them at site \(i\). The landing site is random, with equal probability \(1/N\) for each site. The island is frozen, the adatom is alone, it neither desorbs nor climbs back, and \(\nu_0,\nu_1\) do not depend on temperature.

Let \(\tau\) be the mean residence time and \(S=d\ln\tau/d\beta\) its Arrhenius slope, which is positive when the time grows on cooling.

(a) Find the equations for the mean exit times \(t_i\) from each starting site.

(b) Find \(\tau\) for slow escape, with its first two corrections, and state when escape is edge-limited.

(c) Express \(S\) for any ratio \(k_e/k_h\). Show that in the edge-limited regime it tends to \(E_d+\Delta E\) and not to \(\Delta E\). Which measurable combination has the slope \(\Delta E\)?

(d) Evaluate the result for a hexagonal island of six shells on a triangular lattice, with \(E_d=0.10\) eV, \(\Delta E=0.15\) eV, \(\nu_0=\nu_1=10^{12}\) s\(^{-1}\) and site spacing \(a=0.29\) nm, between 120 and 180 K.

(e) How does the slope change if the edge bonds have different barriers, or if the island size or the prefactors vary with temperature?

## Solution

### (a) Equations for the exit times

Let site \(i\) have \(d_i\) neighbours on the island. The total rate of leaving the site is \(R_i=k_hd_i+k_eb_i\), so the mean wait there is \(1/R_i\). The next event is a hop to a given neighbour \(j\) with probability \(k_h/R_i\), after which a mean time \(t_j\) remains. If the event is an escape, nothing remains. Hence

\[
t_i=\frac{1}{R_i}+\sum_{j\sim i}\frac{k_h}{R_i}\,t_j ,
\]

where \(j\sim i\) runs over the island neighbours. Multiplying by \(R_i\) and collecting terms gives

\[
k_h\sum_{j\sim i}(t_i-t_j)+k_eb_it_i=1 .
\]

Define the matrix \(L\) by \((Lt)_i=\sum_{j\sim i}(t_i-t_j)\), and let \(B\) be the diagonal matrix of the \(b_i\). With \(\mathbf 1\) the vector of ones,

\[
At=\mathbf 1,\qquad A=k_hL+k_eB,\qquad \tau=\frac1N\,\mathbf 1^{T}t. \tag{1}
\]

Two properties of \(L\) are needed. It is symmetric, because a bond is used at the same rate in both directions. It also gives zero on a constant vector, \(L\mathbf 1=0\), and by symmetry \(\mathbf 1^TL=0\). For any vector \(x\),

\[
x^TAx=k_h\sum_{\text{bonds}}(x_i-x_j)^2+k_e\sum_ib_ix_i^2 .
\]

Both sums are non-negative. The first vanishes only for constant \(x\), since the island is connected, and the second then vanishes only for \(x=0\). So \(A\) is positive definite and (1) has one solution.

### (b) Slow escape

Multiply (1) from the left by \(\mathbf 1^T\). The hopping term drops out, leaving

\[
k_e\sum_ib_it_i=N. \tag{2}
\]

This holds for any ratio of the rates. If the adatom crosses the whole island many times before it leaves, all \(t_i\) are nearly equal to \(\tau\). Since \(\sum_ib_i=M\), equation (2) then gives

\[
\tau\simeq\frac{N}{Mk_e}. \tag{3}
\]

For the corrections, write \(t=\dfrac{N}{Mk_e}\mathbf 1+u\). Because \(L\mathbf 1=0\) and \(B\mathbf 1=b\), equation (1) becomes

\[
k_hLu+k_eBu=\mathbf 1-\frac NM\,b .
\]

Now expand \(u=\dfrac{s}{k_h}+\dfrac{k_e}{k_h^2}\,v+\dots\) and compare powers of \(k_e/k_h\):

\[
Ls=\mathbf 1-\frac NM\,b,\qquad Lv=-Bs .
\]

An equation \(Lx=y\) can be solved only if the entries of \(y\) sum to zero. For the first equation they do: \(N-(N/M)M=0\). For the second, \(b^Ts=0\) is required, and this fixes the constant that the first equation leaves free in \(s\). In the same way the next order requires \(b^Tv=0\).

The mean of \(s\) follows on multiplying its equation by \(s^T\) and using \(b^Ts=0\):

\[
c\equiv\frac1N\mathbf 1^Ts=\frac1N\,s^TLs\ \ge 0 .
\]

For the mean of \(v\), multiply the equation for \(s\) by \(v^T\), use \(b^Tv=0\), and then use the symmetry of \(L\):

\[
\mathbf 1^Tv=v^TLs=s^TLv=-s^TBs .
\]

Therefore

\[
\tau=\frac{N}{Mk_e}+\frac{c}{k_h}-\frac{k_e}{k_h^2}\,\frac{s^TBs}{N}+\dots \tag{4}
\]

The first term is the mean wait for a successful crossing when the adatom is spread evenly over the island. The second is the extra delay that arises because diffusion is not infinitely fast. Escape is edge-limited when the second is small compared with the first:

\[
\varepsilon\equiv\frac{cM}{N}\,\frac{k_e}{k_h}\ll1. \tag{5}
\]

The dependence on size can be seen from a large disc of radius \(R\) on a triangular lattice. For a smooth function \(f\), the sum over six neighbours gives \(Lf\simeq-\tfrac32a^2\nabla^2f\). Treat the edge as uniform, so that \(s\) is constant along it; \(b^Ts=0\) then makes that constant zero. This is an approximation, because the lattice edge is uneven: for a radius of 60 spacings, \(s\) on the edge departs from zero by up to about 3% of its central value. The solution of \(-\tfrac32a^2\nabla^2s=1\) is then \(s=(R^2-r^2)/(6a^2)\), whose mean over the disc is

\[
c\simeq\frac{R^2}{12a^2}.
\]

Since \(M/N\) falls as \(1/R\), \(\varepsilon\) grows in proportion to \(R\) at fixed temperature. A large enough compact island therefore leaves the edge-limited regime, whatever the value of \(\Delta E\). A narrow island need not: for a strip three sites wide, \(M/N\) and \(c\) hardly change with length, and at \(k_e/k_h=0.021\) \(\varepsilon\) stays near 0.013 up to 66 000 sites.

### (c) The slope

Change the rates slightly. Since the right side of (1) is fixed, \((dA)\,t+A\,dt=0\). Using \(\mathbf 1^T=t^TA\), which is the transpose of (1),

\[
N\,d\tau=\mathbf 1^Tdt=t^TA\,dt=-t^T(dA)\,t .
\]

With \(dA=L\,dk_h+B\,dk_e\), the two logarithmic derivatives are

\[
-\frac{\partial\ln\tau}{\partial\ln k_e}=\frac{k_e\,t^TBt}{\mathbf 1^Tt}\equiv w,
\qquad
-\frac{\partial\ln\tau}{\partial\ln k_h}=\frac{k_h\,t^TLt}{\mathbf 1^Tt}.
\]

Neither is negative. Their sum is \(t^TAt/\mathbf 1^Tt=1\), so the second equals \(1-w\), and \(0\le w\le1\).

Temperature enters through the two rates alone, with \(d\ln k_h/d\beta=-E_d\) and \(d\ln k_e/d\beta=-(E_d+\Delta E)\). The two minus signs cancel in each term of the chain rule:

\[
S=(1-w)E_d+w(E_d+\Delta E)=E_d+w\,\Delta E. \tag{6}
\]

Within the model this holds for every connected island shape and every ratio of the rates. The terrace barrier enters with full weight, and the extra barrier with weight \(w\).

In the edge-limited regime, insert \(t\simeq\frac{N}{Mk_e}\mathbf 1+s/k_h\) into \(1-w\). The constant part does not contribute to \(t^TLt\), so

\[
1-w\simeq\frac{k_h\,(s^TLs)/k_h^2}{N\cdot N/(Mk_e)}
=\frac{Nc/k_h}{N^2/(Mk_e)}=\frac{cM}{N}\frac{k_e}{k_h}=\varepsilon .
\]

Thus

\[
S\simeq E_d+\Delta E-\varepsilon\,\Delta E\ \longrightarrow\ E_d+\Delta E ,
\]

which was to be shown.

The presence of \(E_d\) can be understood by counting attempts. Take equal prefactors. A nearly equilibrated adatom is at each site with probability \(1/N\). Let an attempt be an event at rate \(k_h\) on an outward bond. Attempts then come at the rate \(Mk_h/N\), and each succeeds with probability \(k_e/k_h=e^{-\beta\Delta E}\). So

\[
\tau\simeq\underbrace{\frac{N}{Mk_h}}_{\text{time per attempt}}\times\underbrace{e^{\beta\Delta E}}_{\text{number of attempts}} .
\]

The number of attempts carries \(\Delta E\), but the time per attempt carries \(E_d\). In terms of energies, the adatom rests in a terrace minimum and must reach the edge saddle, which lies \(E_d+\Delta E\) higher. The extra barrier \(\Delta E\) is the height of the edge saddle above the terrace saddle, and the adatom does not rest at the terrace saddle.

The combination that isolates the extra barrier is \(k_h\tau\), the residence time measured in units of the hop time. From (6),

\[
\frac{d\ln(k_h\tau)}{d\beta}=S-E_d=w\,\Delta E\ \longrightarrow\ \Delta E .
\]

A measurement of \(\tau\) must therefore be joined by an independent measurement of terrace diffusion. For edge-limited escape with equal prefactors, taking \(S\) itself for the extra barrier makes the inferred ratio \(k_e/k_h\) too small by the factor \(e^{\beta E_d}\).

### (d) The hexagonal island

**Counting.** Shell \(m\) of the hexagon has \(6m\) sites, so \(n\) shells around a central site give \(N=1+3n(n+1)\). Each of the 6 corner sites has 3 outward bonds, and each of the other \(6(n-1)\) edge sites has 2. Hence \(M=18+12(n-1)=12n+6\). For \(n=6\), \(N=127\), \(M=78\) and \(N/M=1.628\). The island is \(2na=3.48\) nm wide from corner to corner.

Solving the equation for \(s\) on this island gives \(c=2.21\). The disc formula, with \(R\) chosen so that \(\pi R^2\) equals the area \(N\sqrt3a^2/2\), gives 2.9. It is about a third too high for so small a hexagon, but the error falls to about 2% at 60 shells and below 1% at 120. It does not vanish: a very large hexagon has \(c\to5n^2/72\), which the disc formula underestimates by 0.8%.

**A case with moderate escape.** For \(k_e/k_h=0.05\), the three terms of (4) give

\[
k_h\tau\simeq32.56+2.21-0.01=34.76 ,
\]

which is also the value from the full solution of (1). A direct simulation of 20 000 adatoms hopping at random gives \(35.05\pm0.25\) (one standard error), in agreement.

**Rates at 150 K.** Here \(\beta=77.363\) eV\(^{-1}\), and

\[
k_h=10^{12}e^{-7.736}=4.37\times10^{8}\ \text{s}^{-1},\qquad
k_e=10^{12}e^{-19.341}=3.98\times10^{3}\ \text{s}^{-1}.
\]

The edge part of the residence time is

\[
\frac{N}{Mk_e}=\frac{1.628}{3.98\times10^{3}\ \text{s}^{-1}}=4.09\times10^{-4}\ \text{s},
\]

while the diffusion part \(c/k_h\) is \(5.1\times10^{-9}\) s. Their ratio is \(\varepsilon=1.24\times10^{-5}\), so escape is strongly edge-limited. The exit times from different landing sites differ by at most \(3.5\times10^{-5}\) of \(\tau\), so the landing site hardly matters.

**Slope.** The residence time is \(5.143\times10^{-2}\) s at 120 K (\(\beta=96.704\) eV\(^{-1}\)) and \(1.627\times10^{-5}\) s at 180 K (\(\beta=64.470\) eV\(^{-1}\)). The two ends of the window give

\[
S=\frac{\ln(5.143\times10^{-2}/1.627\times10^{-5})}{(96.704-64.470)\ \text{eV}^{-1}}
=\frac{8.059}{32.234}\ \text{eV}=0.250\ \text{eV}.
\]

A straight-line fit to seven temperatures also gives 0.250 eV, which is \(E_d+\Delta E\). The same fit to \(\ln(k_h\tau)\) gives 0.150 eV, which is \(\Delta E\). Taking 0.250 eV for the extra barrier would make \(k_e/k_h\) too small by a factor of about 2300 at 150 K.

**Crossover.** With the island and the temperature of 150 K held fixed, a change of \(\Delta E\) alone gives:

| \(\Delta E\) (eV) | \(w\) | \(S\) (eV) |
|---|---|---|
| 0 | 0.450 | 0.100 |
| 0.02 | 0.783 | 0.116 |
| 0.05 | 0.973 | 0.149 |
| 0.10 | 0.999 | 0.200 |
| 0.15 | 1.000 | 0.250 |

These slopes come from numerical differentiation of \(\ln\tau\), and they agree with (6); for instance, \(0.10+0.783\times0.02=0.116\). Without an extra barrier the slope is \(E_d\), although \(w\) is not zero: the residence time still depends on the rate of the last step over the edge, but that step has the same barrier as any other hop. In no row does the slope fall below \(E_d\), as (6) requires.

**How small is small?** At 150 K, \(\varepsilon\) would reach 1 only for an enormous island. For large \(n\), \(N\simeq3n^2\) and \(M\simeq12n\), so \(M/N\simeq4/n\). The disc formula gives \(c\simeq0.07n^2\), hence \(\varepsilon\simeq0.28\,n\,k_e/k_h\). With \(k_e/k_h=9.12\times10^{-6}\), \(\varepsilon=1\) needs \(n\approx4\times10^5\), a radius of about 0.1 mm.

The assumption of a lone adatom fails much earlier. At a deposition flux \(F=0.01\) monolayers per second, the expected number of further arrivals during one residence is \(FN\tau\). For the six-shell island this is \(5\times10^{-4}\) at 150 K and 0.065 at 120 K. For 80 shells, \(N=19\,441\) and \(M=966\), so \(\tau\simeq20.1/(3.98\times10^3\ \text{s}^{-1})=5.1\times10^{-3}\) s and \(FN\tau\simeq1\). Two adatoms are then often present together and may form a nucleus of the next layer. At this flux and temperature, the second arrival therefore limits the model long before slow diffusion does. This estimate counts one residence. Over many landings, two adatoms meet at a rate of about \(F^2N^2\tau\). At 150 K this reaches once per deposited monolayer (100 s) at about 11 shells, and for the six-shell island at 120 K it is roughly once in 12 s, so under continued deposition the top stays bare only on much smaller islands.

### (e) What else moves the slope

**Unequal edge barriers.** Let outward bond \(j\) have rate \(k_j\) and total barrier \(E_j\). The sum that led to (2) now gives \(\sum_jk_jt_{i(j)}=N\), where \(i(j)\) is the site to which the bond belongs. If the adatom again crosses the whole island many times before it leaves, which on a large island takes more than hopping faster than each single escape, the times are nearly equal, and

\[
\tau\simeq\frac{N}{\sum_jk_j},\qquad
S\simeq-\frac{d}{d\beta}\ln\sum_jk_j=\frac{\sum_jk_jE_j}{\sum_jk_j}. \tag{7}
\]

The slope is the mean barrier weighted by the escape flux, so a few easy exits can dominate it. Suppose that the barrier is 0.05 eV lower at the six corner sites, which own 18 of the 78 bonds. At 150 K their rate is raised by \(e^{3.868}\simeq47.9\), and their share of the escapes is

\[
\frac{18\times47.9}{18\times47.9+60}=0.935 .
\]

Equation (7) gives \(S=0.25-0.935\times0.05=0.203\) eV, and the full solution gives the same to this accuracy. Subtracting \(E_d\) leaves 0.103 eV. This is an effective extra barrier, close to that of the corners and not to that of most of the edge.

**Island size.** If the islands are larger at higher temperature, \(N/M\) varies along the Arrhenius plot. Let the number of shells rise from 3 at 120 K to 9 at 180 K. Then \(N/M\) rises from \(37/42=0.881\) to \(271/114=2.377\), which changes the slope by about

\[
-\frac{\ln(2.377/0.881)}{32.234}\ \text{eV}=-0.031\ \text{eV}.
\]

The fit over the window gives 0.219 eV. The times must be compared at equal island size, or divided by \(N/M\) first.

**Prefactors.** A constant ratio \(\nu_1/\nu_0\) shifts the Arrhenius line but, in the edge-limited regime, hardly changes its slope: with \(\nu_1\) ten times larger, \(S\) at 150 K is still 0.250 eV. If both prefactors are proportional to \(T\), \(\ln\tau\) gains a term \(\ln\beta\), and \(S\) gains \(1/\beta=k_BT\), or 13 meV at 150 K.

**Tunnelling and desorption.** The lowest-order (Wigner) tunnelling factor is \(1+(\beta h\nu)^2/24\). With a barrier frequency \(\nu=10^{12}\) s\(^{-1}\) for both kinds of hop, it changes the slope by \(-0.1\) meV. With a rough desorption energy of 2 eV, the chance of desorption during one residence at 180 K is of order \(10^{-49}\).

**The real case.** The parameters are round numbers in the regime of homoepitaxy on close-packed metal faces, where barriers of roughly a tenth of an eV occur; they stand for no particular metal. The window of 120 to 180 K suits barriers this low, for which the residence times run from tens of microseconds to tens of milliseconds. The assumption most open to doubt is that of a uniform edge. Real islands have corners, kinks and more than one kind of step, and the adatom may descend by changing places with an edge atom instead of hopping over it. Each path has its own barrier, and (7) shows how they combine. Among the effects sized above, the corner exits move the slope most, by 0.047 eV, followed by the drift of island size with 0.031 eV. Both are smaller than the 0.10 eV by which \(S\) exceeds \(\Delta E\). Equations (3), (6) and (7) also assume that all sites bind the adatom equally, which need not hold next to a real step. If site \(i\) binds more strongly by \(\delta_i\) while the saddles stay fixed, then \(\tau\simeq\sum_ie^{\beta\delta_i}/(Mk_e)\). For \(\delta=0.05\) eV at the 36 edge sites, the adatom spends 95% of its time there at 150 K and the slope rises to about 0.30 eV. The values taken from the program are listed in the numerical output.

## Values computed for the example and the checks

```
diffusion barrier E_d = 0.10 eV
extra edge barrier dE = 0.15 eV
prefactor per bond = 1.0e+12 1/s
site spacing = 0.29 nm
island: shells = 6, sites N = 127, outward bonds M = 78
island width, corner to corner = 3.48 nm
N/M = 1.6282; diffusion coefficient c = 2.2055 (no unit)
next expansion coefficient = -0.23729 (no unit)
simulation, k_e/k_h = 0.05: k_h*tau = 35.05 +/- 0.25 (no unit)
matrix solution, same case: k_h*tau = 34.76 (no unit)
reference T = 150 K, beta = 77.363 1/eV
k_h = 4.3666e+08 1/s
k_e = 3.9845e+03 1/s
k_e/k_h = 9.1248e-06 (no unit)
edge part N/(M k_e) = 4.0864e-04 s
diffusion part c/k_h = 5.0508e-09 s
tau from matrix = 4.0864e-04 s
relative spread over landing sites = 3.45e-05 (no unit)
regime parameter c M k_e/(N k_h) = 1.236e-05 (no unit)
1 - w = 1.236e-05 (no unit)
T = 120 K: beta = 96.704 1/eV, tau = 5.1434e-02 s
T = 130 K: beta = 89.266 1/eV, tau = 8.0092e-03 s
T = 140 K: beta = 82.889 1/eV, tau = 1.6267e-03 s
T = 150 K: beta = 77.363 1/eV, tau = 4.0864e-04 s
T = 160 K: beta = 72.528 1/eV, tau = 1.2200e-04 s
T = 170 K: beta = 68.262 1/eV, tau = 4.1992e-05 s
T = 180 K: beta = 64.470 1/eV, tau = 1.6272e-05 s
fitted slope of ln tau = 0.25000 eV
fitted slope of ln(k_h tau) = 0.15000 eV
misreading: k_e/k_h too small by factor 2290 at 150 K
150 K, dE = 0.00 eV: w = 0.45048, slope = 0.10000 eV
150 K, dE = 0.02 eV: w = 0.78269, slope = 0.11565 eV
150 K, dE = 0.05 eV: w = 0.97259, slope = 0.14863 eV
150 K, dE = 0.10 eV: w = 0.99941, slope = 0.19994 eV
150 K, dE = 0.15 eV: w = 0.99999, slope = 0.25000 eV
tenfold edge prefactor: slope = 0.24998 eV
corner barrier lower by 0.05 eV: slope = 0.2032 eV
  flux-weighted barrier = 0.2033 eV, corner share of escapes = 0.935
shells 3 to 9 over window: fitted slope = 0.2194 eV
prefactors proportional to T: slope shift = +12.93 meV
tunnelling: slope shift = -0.110 meV
deposition flux = 0.01 monolayers/s
expected second arrivals in tau: 0.065 at 120 K, 5.2e-04 at 150 K
desorption energy (rough) = 2.0 eV
desorption chance in tau at 180 K = 1.6e-49
```
